# Why mode partition at interface cracks drifts with element size

## The question

A copper line lies on a compliant dielectric, and a crack starts to run along the interface. To judge whether it will grow, one builds a finite-element model and applies virtual crack closure: half the force at the tip node, times the opening one element behind, divided by the element length. The vertical components give an opening part $G_I$ and the horizontal ones a sliding part $G_{II}$. On refinement the sum settles, but the parts keep moving. In the example below the opening share falls from 0.66 to 0.46 as the elements shrink from 200 to 25 nm, in nearly equal steps per halving.

The cause lies in the elastic field: its mixture of tension and shear turns steadily with distance from the tip. The total does not sense this turning; the parts do.

## The field near the tip

Take two isotropic, linear elastic, bonded solids in plane strain, material 1 above. The crack is $y=0$, $x<0$, with traction-free faces whose contact is ignored. Let $\mu$ be the shear modulus, $\nu$ Poisson's ratio, $\kappa=3-4\nu$, $z=x+iy$; a bar denotes conjugation. In each solid write

$$2\mu(u+iv)=\kappa\varphi(z)-\omega(\bar z)-(z-\bar z)\overline{\Phi(z)},\qquad \Phi=\varphi',\ \Omega=\omega'.$$

This satisfies elasticity. Its $z$ derivative gives the dilatation $(\kappa-1)\,\mathrm{Re}\,\Phi/\mu$, so Hooke's law gives $S=\sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\,\Phi$. Its $\bar z$ derivative gives

$$D=\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}=2\left[\overline{\Phi}-\Omega(\bar z)-(z-\bar z)\overline{\Phi'}\right].$$

Equilibrium reads $\partial_zD+\partial_{\bar z}S=0$, and the two terms are $-2\overline{\Phi'}$ and $+2\overline{\Phi'}$. Conversely, compatibility makes $S$ harmonic, which fixes $\Phi$ up to a rotation, and equilibrium then fixes $D$ up to a function of $\bar z$, which is $\Omega$. Taking $(S-D)/2$,

$$\sigma_{yy}-i\sigma_{xy}=\Phi(z)+\Omega(\bar z)+(z-\bar z)\overline{\Phi'(z)}.$$

On $y=0$ the last term vanishes. Traction is continuous along the whole line, being zero on both crack faces, so $\Phi_1+\Omega_1=\Phi_2+\Omega_2$ there. Hence $\Phi_1-\Omega_2$, analytic above, continues into $\Phi_2-\Omega_1$, analytic below. Call this common function $g$; bounded displacement excludes a pole at the tip.

The part due to $g$ can be removed. Choose $\Phi_1=pg$, $\Omega_1=-pg$, $\Phi_2=qg$, $\Omega_2=-qg$, with $p+q=1$ and $p(\kappa_1+1)/\mu_1=q(\kappa_2+1)/\mu_2$. This field, which includes the regular stress parallel to the crack, has no interface traction and no opening. What remains has $\Omega_2=\Phi_1$ and $\Omega_1=\Phi_2$.

The jump of the displacement gradient $\partial_x(u+iv)$ is then

$$\frac{\kappa_1\Phi_1-\Phi_2}{2\mu_1}-\frac{\kappa_2\Phi_2-\Phi_1}{2\mu_2}=a\Phi_1-b\Phi_2,$$

$$a=\tfrac12\left(\frac{\kappa_1}{\mu_1}+\frac1{\mu_2}\right),\qquad b=\tfrac12\left(\frac{\kappa_2}{\mu_2}+\frac1{\mu_1}\right).$$

Set $F=a\Phi_1$ above and $F=b\Phi_2$ below. Bonding makes $F$ continuous ahead of the tip. On the crack $\Phi_1+\Phi_2=0$, so $F^+=-(a/b)F^-$. A power $z^m$ has $F^+/F^-=e^{2\pi im}$, which equals $-a/b$ for

$$m=-\tfrac12-i\varepsilon,\qquad \varepsilon=\frac1{2\pi}\ln\frac ab .$$

Dividing any solution by this power leaves a single-valued function, and bounded displacement again excludes a pole at the tip, so $F=z^{-1/2-i\varepsilon}P(z)$ with $P$ analytic at the tip.

Let $F_0=P(0)$. Ahead of the tip $\sigma_{yy}-i\sigma_{xy}=F(1/a+1/b)$. Defining $K$ by $F_0(a+b)/(ab)=\bar K/\sqrt{2\pi}$ and conjugating,

$$t\equiv\sigma_{yy}+i\sigma_{xy}=\frac{K\,r^{-1/2+i\varepsilon}}{\sqrt{2\pi}}.$$

At distance $s$ behind the tip, $F^+-F^-=-2i\cosh(\pi\varepsilon)F_0s^{-1/2-i\varepsilon}$. Integrating with $dx=-ds$ gives

$$\delta_x+i\delta_y=\frac{2i\cosh(\pi\varepsilon)F_0s^{1/2-i\varepsilon}}{\tfrac12-i\varepsilon}.$$

Since $\delta_y+i\delta_x$ is $i$ times the conjugate of this,

$$d\equiv\delta_y+i\delta_x=\frac{4\cosh(\pi\varepsilon)\bar F_0\,s^{1/2+i\varepsilon}}{1+2i\varepsilon}.$$

With $E'=E/(1-\nu^2)$ we have $(\kappa+1)/\mu=8/E'$. Defining $2/E^*=1/E_1'+1/E_2'$ gives $a+b=8/E^*$. Also $\cosh^2\pi\varepsilon=(a+b)^2/(4ab)$, so $ab/(a+b)=2/(E^*\cosh^2\pi\varepsilon)$ and

$$d=\frac{8K\,s^{1/2+i\varepsilon}}{\sqrt{2\pi}\,E^*(1+2i\varepsilon)\cosh\pi\varepsilon}.$$

The factor $r^{i\varepsilon}=e^{i\varepsilon\ln r}$ is the rotation. Because $K$ carries a length to the power $-i\varepsilon$, its own phase has no meaning until a length is named. We use $\psi_L=\arg(KL^{i\varepsilon})$, the phase of the traction at distance $L$ in this field.

## Why the total is steady and the parts are not

Closing a length $\Delta$ takes the work

$$G_I=\frac1{2\Delta}\int_0^\Delta\sigma_{yy}(r)\,\delta_y(\Delta-r)\,dr,$$

and $G_{II}$ has $\sigma_{xy}\delta_x$ instead. Thus $G_I+G_{II}$ is the real part of $(2\Delta)^{-1}\int t\bar d\,dr$, and $G_I-G_{II}$ that of $(2\Delta)^{-1}\int t\,d\,dr$. Both integrals follow from

$$\int_0^\Delta r^{p-1}(\Delta-r)^{q-1}dr=\Delta^{p+q-1}\frac{\Gamma(p)\Gamma(q)}{\Gamma(p+q)}.$$

For the sum, $p=\frac12+i\varepsilon$ and $q=\frac32-i\varepsilon$. The imaginary exponents cancel in $p+q$. Since $\Gamma(\frac12+i\varepsilon)\Gamma(\frac12-i\varepsilon)=\pi/\cosh\pi\varepsilon$, the integral is $\Delta(\frac12-i\varepsilon)\pi/\cosh\pi\varepsilon$, and

$$G=\frac{1}{2}\,\frac{8|K|^2}{2\pi E^*(1-2i\varepsilon)\cosh\pi\varepsilon}\,\frac{(\frac12-i\varepsilon)\pi}{\cosh\pi\varepsilon}=\frac{|K|^2}{E^*\cosh^2\pi\varepsilon}.$$

In the leading field this holds for every $\Delta$. It is the energy release rate, because the tractions fall linearly to zero as the faces open.

For the difference, $q=\frac32+i\varepsilon$, and the phases add:

$$G_I-G_{II}=\mathrm{Re}\left[\frac{K^2\Delta^{2i\varepsilon}}{\pi E^*\cosh\pi\varepsilon}\,\frac{\Gamma(\frac12+i\varepsilon)^2}{\Gamma(2+2i\varepsilon)}\right].$$

Using $|\Gamma(\frac12+i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$ once more,

$$\frac{G_{I,II}}G=\tfrac12\left[1\pm A\cos\!\left(2\psi_L+2\varepsilon\ln\frac\Delta L+\phi\right)\right],$$

$$A=\frac1{|\Gamma(2+2i\varepsilon)|},\qquad \phi=2\arg\Gamma(\tfrac12+i\varepsilon)-\arg\Gamma(2+2i\varepsilon).$$

The parts are periodic in $\ln\Delta$ with period $\pi/|\varepsilon|$, so for $\varepsilon\ne0$ they have no limit as $\Delta\to0$. When $\varepsilon=0$, $A=1$ and $\phi=0$, and the opening share is the steady $\cos^2\psi_L$. This requires $a=b$, or $(\kappa_1-1)/\mu_1=(\kappa_2-1)/\mu_2$; equal stiffnesses are not required.

The amplitude slightly exceeds one. From $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ at $y=2\varepsilon$,

$$A^2=\frac{\sinh2\pi\varepsilon}{2\pi\varepsilon(1+4\varepsilon^2)}>\frac{1+\frac23\pi^2\varepsilon^2}{1+4\varepsilon^2}>1\qquad(\varepsilon\ne0).$$

At some closure lengths one part is therefore negative. The parts are components of a work integral, not two separately released energies.

## What a finite body changes

Farther from the tip, take $P\propto1+cz$, where $1/|c|$ is comparable with the layer thickness or crack length. Then $t$ gains the factor $1+\bar cr$, and $d$ the factor $1-\bar cs(\frac12+i\varepsilon)/(\frac32+i\varepsilon)$. Under the weight of the integral above, the means are $\langle r\rangle=\Delta p/(p+q)$, $\langle s\rangle=\Delta q/(p+q)$ and $\langle rs\rangle=\Delta^2pq/[(p+q)(p+q+1)]$.

In the total, the first-order terms are $\frac12\Delta[\bar c(\frac12+i\varepsilon)-c(\frac12-i\varepsilon)]$, which is imaginary and drops out. The product term leaves the relative error

$$-\frac{|c|^2\Delta^2(1+4\varepsilon^2)}{24}.$$

In the difference, the first-order terms are $\bar c\Delta p/(p+q)$ and its negative, so they cancel too. A $z^2$ term in $P$ adds further errors of order $\Delta^2$. The finite body thus perturbs the split at second order but does not stop its rotation.

## What a mesh changes

Hold the outer displacements fixed and release the tip node. Its force pair falls linearly from $\mathbf F$ to zero while the gap grows to $\boldsymbol\delta$, so the discrete energy drops by $\frac12\mathbf F\cdot\boldsymbol\delta$.

A scaling argument shows why this leads to $G$. Near the tip the energy density varies as $1/r$, so the mesh error in the energy is about $h$ times a function of the phase of $Kh^{i\varepsilon}$, where $h$ is the element size. On a mesh that repeats along the crack, this error is almost the same before and after release. It cancels in the energy difference, apart from a relative error of order $h/R$, with $R$ the size of the region. Single-model closure uses the opening behind the old tip, which changes the result by the same order.

The parts have no such protection. Near the tip the discrete solution depends on the load through $Kh^{i\varepsilon}$, so halving $h$ acts like turning the load phase by $-\varepsilon\ln2$.

## How large: copper on a low-permittivity dielectric

Rough typical inputs are $E=120$ GPa, $\nu=0.34$ for copper (above) and $E=10$ GPa, $\nu=0.25$ for an organosilicate dielectric. The shear moduli are 44.776 and 4.000 GPa, with $\kappa=1.64$ and 2.00, so

$$a=\tfrac12\left(\frac{1.64}{44.776}+\frac1{4}\right)=0.1433\ \mathrm{GPa^{-1}},\quad b=\tfrac12\left(\frac{2}{4}+\frac1{44.776}\right)=0.2612\ \mathrm{GPa^{-1}},$$

$$\varepsilon=\frac{\ln(0.1433/0.2612)}{2\pi}=-0.0955.$$

The load is chosen as $G=1$ J/m² with $\psi_L=15^\circ$ at $L=1000$ nm. With $E^*=19.78$ GPa, this means $|K|=0.147$ MPa m$^{1/2}$. The constants of the split are $A=1.012$ and $\phi=25.87^\circ$. At $\Delta=100$ nm the cosine's argument is $30^\circ+25.87^\circ+25.20^\circ=81.07^\circ$, and the opening share is $\frac12(1+1.012\times0.1552)=0.579$.

The finite-element region is a square of half-width 2000 nm with the leading displacement field imposed on its boundary. It has uniform four-node elements.

| Size (nm) | Share, formula | Share, mesh | Total, mesh (J/m²) |
|---:|---:|---:|---:|
| 200 | 0.644 | 0.657 | 1.041 |
| 100 | 0.579 | 0.594 | 1.021 |
| 50 | 0.512 | 0.528 | 1.011 |
| 25 | 0.445 | 0.462 | 1.005 |

The error of the total, relative to the imposed $G$, halves with the element size. The share falls by 0.064, 0.065 and 0.066 in successive halvings, with no sign of settling. On the finest mesh the crack has changed from mostly opening to mostly sliding, although the load is the same.

Two comparisons isolate the cause. Each halving should turn the phase by $3.8^\circ$. Turning the load back by that angle on the 25 nm mesh gives a share of 0.5285, against 0.5284 on the 50 nm mesh. For a pair with shear moduli 10 and 2.5 GPa and Poisson ratios 0.10 and 0.40, $\varepsilon=0$ despite the stiffness contrast. Under a $45^\circ$ load its share moves by 0.00004 between 100 and 25 nm; the copper pair's moves by $-0.073$. The steady mesh value is about 0.53 rather than $\cos^245^\circ=0.50$: for this dissimilar pair tip-node closure carries a fixed offset of its own although $\varepsilon=0$. Swapping the two solids gives 0.47, and a homogeneous solid gives 0.50.

The drift can be hard to notice. A full period needs a size ratio of about $10^{14}$, so a practical mesh series sees a small piece of it. The change per halving is at most 0.067, and it is small when the cosine is near $\pm1$. A split that hardly moves over two refinements may simply be near such a turning point.

## The model beside a real interconnect

**Yielding.** The traction magnitude $|K|/\sqrt{2\pi r}$ reaches a rough copper yield stress of 400 MPa at 21.5 nm. Yielding is governed by the von Mises stress, which in the copper reaches 400 MPa at about 27 nm along the interface and up to 29 nm off it; the dielectric carries the same equivalent stress out to about 30 nm. The 25 nm mesh thus shows the mathematics of the elastic model just inside the yielded distance. The traction distance grows in proportion to $G$. The von Mises distance is not proportional to $G$, because the local phase turns with $r$. For this load it grows more slowly: along the interface in the copper it is about 68 nm at 3 J/m² and 104 nm at 5 J/m². For other loads it differs in size and can grow faster than $G$: from 1 to 5 J/m² it goes from about 14 to 105 nm at $\psi_L=-40^\circ$, and from 61 to 280 nm at $60^\circ$, a load at which the model's faces already interpenetrate out to 30 nm behind the tip. Adhesion energies of such interfaces are roughly several J/m², so near fracture it would be of order 100 nm, and an elastic split on finer elements would have little physical meaning. These distances leave out any film stress parallel to the crack, which does not enter the closure work but does enter the von Mises stress: a biaxial tension of 200 MPa in the copper raises 27 nm to 41 nm and 104 nm to 163 nm. They also depend strongly on the rough yield stress: 250 and 800 MPa give 60 and 8 nm at 1 J/m². Small strain is a second limit: 25 nm from the tip the dielectric's largest principal strain and rotation are about 5% at 1 J/m² and above 10% at 5 J/m², and at 100 nm and 5 J/m² they are still 5% to 7%.

**Layers.** With $1/|c|=2000$ nm, the linear term in $P$ changes the total by 0.04% and the share by up to 0.0003 at 200 nm. The $z^2$ term is of the same order and can be larger: for an isolated finite interface crack with this $1/|c|$ the full change of the total is 0.11%. That length suits a thick stack. Single dielectric levels in chips are often much thinner, and thin barrier or cap layers usually separate copper from the dielectric. The two-material field then needs a distance well above the barrier thickness and the yielded zone, yet well below the thickness of both the dielectric and the copper and, for plane strain, the width of the line. Such a window may not exist, and a layered model with plasticity or a cohesive zone is then needed.

**Copper's elasticity.** Isotropic substitutes with the stiffness of the [100] and [111] directions give $\varepsilon=-0.091$ and $-0.099$, about 5% and 4% from the example. This is an estimate, not an anisotropic crack solution. An assumed 4% loss of copper stiffness on warming changes $\varepsilon$ by under 1%. The dielectric matters far more: at $E=10$ GPa, moving its Poisson ratio from 0.15 to 0.35 moves $\varepsilon$ from $-0.122$ to $-0.063$. The drift rates above therefore belong to the chosen inputs and may differ by about 30% for a real film.

**Contact.** The phase of the opening is $\psi_L+\varepsilon\ln(s/L)-\arctan2\varepsilon$. It reaches $90^\circ$, where the model's faces begin to interpenetrate, at 0.008 nm, far below atomic spacing. A load with more shear of the unfavourable sign can bring this distance up to element size. The present formulas then fail and contact must be modelled.

## What to do

**Use the total for energy release.** Check its convergence on a mesh that is uniform along the crack near the tip.

**Do not put raw parts into a fracture criterion.** Suppose, for illustration, that growth is judged by $G_I/G_{Ic}+G_{II}/G_{IIc}$ with limits of 1 and 3 J/m². The closure-integral values give $0.644+0.356/3=0.76$ at 200 nm and $0.445+0.555/3=0.63$ at 25 nm. The predicted severity falls by 17% through the choice of closure length alone.

**Quote the phase at a stated length.** Inverting the split gives

$$\psi_L=\tfrac12\left[\pm\arccos\frac{G_I-G_{II}}{AG}-\phi-2\varepsilon\ln\frac\Delta L\right],$$

up to multiples of $180^\circ$. The sign must come from knowledge of the load or from the signs of the computed openings. The opening signs pick the wrong branch in narrow windows near the turning points of the cosine (about 2° of the 180° of load phase on these meshes), and with that rule the recovered phase can be off by nearly 6°. With the mesh total used for $G$, the four meshes return 14.2°, 14.1°, 14.1° and 14.0°. The scatter is 0.2°, whereas the raw phase turns by 11.4° over the same range. The offset of about 1° from the imposed 15° arises because tip-node products are not the continuous integral. On these meshes their split has the same cosine form, but with amplitude 1.000 and phase constant $23.9^\circ$ in place of $A=1.012$ and $\phi=25.87^\circ$, and half of the $2^\circ$ difference appears in $\psi_L$. These constants belong to square four-node elements with full $2\times2$ integration and to this pair of materials. Square elements with selective (one-point volumetric) integration give $25.0^\circ$ and an offset of $-0.4^\circ$, and with incompatible modes $24.8^\circ$ and $-0.5^\circ$. For the same load, elements a third as tall give $26.2^\circ$ and an offset of $+0.2^\circ$, elements twice as tall give $20^\circ$ and about $-2.8^\circ$, and linear triangles give, depending on the direction of their diagonals, amplitudes of 1.007 to 1.015, constants of $20.1^\circ$ to $21.7^\circ$ and offsets of $-2.1^\circ$ to $-2.9^\circ$; the share at 100 nm ranges from 0.575 to 0.626 over these element shapes. The materials matter too: with the fully integrated square elements the offset is $+1.0^\circ$ when the solids are swapped, $-0.7^\circ$ and $-1.6^\circ$ for dielectric Poisson ratios of 0.15 and 0.35, and $+0.15^\circ$ for copper on an oxide with $E=70$ GPa, $\nu=0.17$. The offset should therefore be calibrated for the element and the material pair in use, and the error bound that follows is for the meshes and materials of the table. The offset is not the same for every load: near a turning point of the cosine the arccosine magnifies the amplitude mismatch, and the recovered phase can be wrong by up to about 4.5° in either direction, since $\arccos(1/1.012)$ is already close to $9^\circ$.

The phase can also be read from the opening at a fixed physical distance $s$, many elements behind the tip but well inside the near-tip field: $\psi_L=\arg d(s)+\arctan2\varepsilon-\varepsilon\ln(s/L)$. This avoids the arccosine.

**Match the length used for the toughness data.** A change of reference length follows $\psi_{L_2}=\psi_{L_1}+\varepsilon\ln(L_2/L_1)$. Here $15^\circ$ at 1000 nm is the same load as $27.6^\circ$ at 100 nm. A toughness curve measured against phase can be compared with the model once both use the same length.

**If parts are required, fix the closure length.** Keep $\Delta$ at one physical value and refine the elements inside it, integrating over all the nodes it contains. The parts then converge to values belonging to that $\Delta$, which must be reported with them.

The complete values are in the numerical output that follows.

## Table of computed values

```
Copper: E = 120 GPa, Poisson ratio = 0.34
Dielectric: E = 10 GPa, Poisson ratio = 0.25
Shear moduli Cu, dielectric = 44.776, 4.000 GPa
kappa Cu, dielectric = 1.64, 2.00 (no unit)
Compliances a, b = 0.14331, 0.26117 1/GPa
Oscillation index eps = -0.09551 (no unit)
Effective modulus Estar = 19.778 GPa
Chosen G = 1.000 J/m^2; contour G = 1.000000 J/m^2
|K| = 4.6490 GPa nm^0.5 = 0.1470 MPa m^0.5
Load phase = 15.0 deg at L = 1000 nm
Region half-width and layer length = 2000 nm
Split amplitude A = 1.01181; phi = 25.870 deg
Lowest possible opening part = -0.00590 J/m^2
Full period in size: factor 10^14.28
Phase turn of K h^(i eps) per halving = 3.793 deg
Largest share change per halving, bound = 0.0670
Closure integral: size nm, opening, sliding, total J/m^2
    200  0.64381  0.35619  1.00000
    100  0.57851  0.42149  1.00000
     50  0.51184  0.48816  1.00000
     25  0.44497  0.55503  1.00000
Finite elements: size nm, opening, sliding, total J/m^2
    200  0.68433  0.35649  1.04082
    100  0.60619  0.41456  1.02075
     50  0.53405  0.47657  1.01062
     25  0.46492  0.54053  1.00545
FE: size nm, opening share, recovered phase deg, worst total error %
    200  0.65749  14.188  4.186
    100  0.59386  14.118  2.121
     50  0.52844  14.060  1.081
     25  0.46240  14.009  0.553
Share drift 200 to 25 nm: FE -0.19509, formula -0.19884
Share at 50 nm = 0.52844; at 25 nm, load rotated = 0.52851
Drift 100 to 25 nm, 15 deg: FE -0.13146, formula -0.13354
Drift 100 to 25 nm, 45 deg: FE -0.07289, formula -0.06948
Drift 100 to 25 nm, eps=0 control, 45 deg: FE 0.00004
Node release: energy drop 193.129618 GPa nm^2
Node release: closure work 193.129618 GPa nm^2
Rough Cu yield stress = 400 MPa
Distance where traction reaches yield = 21.50 nm
Outermost face interpenetration distance = 8.059e-03 nm
Rough Cu C11, C12, C44 = 168, 121, 75 GPa
Cu substitutes: E100 = 66.7, E111 = 190.2 GPa
Corresponding eps: -0.09094, -0.09893 (no unit)
Warm Cu, modulus down 4%: eps = -0.09495
Layer term: total error at 200 nm = 0.0432%
Layer term: share change at 200 nm up to 0.00028
Layer term: share change at 25 nm up to 0.00000
```
